\section*{Exchange Error from Omitting the Coulomb Singularity in Periodic Insulators, part 1}

(Sections cited here and not found follow in the second part.)

\section{The omitted term as a change of interaction}

An exact-exchange calculation for a crystal meets a term that is infinite. The Coulomb interaction in reciprocal space is $4\pi/Q^2$, and whenever an orbital is paired with itself the momentum transfer $Q=0$ occurs with a non-zero numerator. The easiest way out is to leave that term out, on the grounds that it is one term among very many and that its weight vanishes as the mesh of $k$-points is refined. The energy does then converge to the right limit, but very slowly. In the model crystal treated below, a mesh of $8\times8\times8$ points still leaves an error of $1.6$~eV per cell, which is about $10$ per cent of the exchange energy. Halving the error takes eight times as many points. Someone who does not know the law behind this may take two successive meshes that differ little as a sign of convergence, or may blame the basis set.

A rough estimate shows where the slowness comes from. In a sum over a mesh, each point stands for a small volume of reciprocal space. If the supercell that belongs to the mesh has volume $V$, this small volume is $8\pi^3/V$. Replace it by a sphere of equal volume around the origin, with radius $Q_c=(6\pi^2/V)^{1/3}$. The part of the Coulomb integral inside the sphere is
\begin{equation}
\frac{1}{8\pi^3}\int_{Q<Q_c}\frac{4\pi}{Q^2}\,d^3Q
=\frac{1}{8\pi^3}\,(4\pi)(4\pi)\,Q_c=\frac{2Q_c}{\pi}\approx\frac{2.48}{V^{1/3}} .
\label{eq:rough}
\end{equation}
The singularity is integrable, so the missing piece is finite, but it shrinks with the linear size of the excluded region and not with its volume. This gives the power of $V$. It does not give the right coefficient, because the sum over the remaining points differs from the integral outside the sphere by an amount of the same order. The coefficient needs a proper derivation.

Hartree atomic units are used. The crystal has a primitive cell of volume $\Omega$ and a gap between $n$ doubly occupied bands and the empty ones, so there are $N_e=2n$ electrons per cell. The orbitals are taken as given Bloch eigenstates of a one-electron Hamiltonian with a local periodic potential, and they are held fixed while the mesh changes. The mesh is uniform and has $N_k$ points, $N_i$ along the $i$-th reciprocal vector. Orbitals on such a mesh repeat, up to a common phase if the mesh is offset from the origin, after the translations $N_i\mathbf a_i$ of the crystal. These translations span the Born--von Karman supercell, with volume $V=N_k\Omega$. Its translation vectors are called $\mathbf L$, and the vectors of its reciprocal lattice are called $\mathbf Q$.

Let $\psi_{i\mathbf k}$ be normalized to one over the supercell. Exchange acts between electrons of equal spin and carries a factor $-\tfrac12$ in the energy. The two spin directions contribute equally and cancel the $\tfrac12$. Each pair of spatial orbitals thus enters through its pair density
\begin{equation}
\rho(\mathbf r)=\psi^*_{i\mathbf k}(\mathbf r)\,\psi_{j\mathbf k'}(\mathbf r),\qquad
A(\mathbf Q)=\int_V \rho(\mathbf r)\,e^{-i\mathbf Q\cdot\mathbf r}\,d^3r ,
\label{eq:pair}
\end{equation}
and contributes minus the Coulomb energy integral of $\rho^*$ with $\rho$. Any common phase of an offset mesh cancels in $\rho$, which is therefore periodic in the supercell and equals $V^{-1}\sum_{\mathbf Q}A(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}$. Poisson's equation multiplies each component by $4\pi/Q^2$. Integrating the resulting potential against $\rho^*$ gives $V^{-1}\sum_{\mathbf Q}(4\pi/Q^2)|A(\mathbf Q)|^2$. Summing over all pairs and dividing by $N_k$, the number of primitive cells in the supercell, gives the exchange energy per primitive cell in the form
\begin{equation}
-\frac1V\sum_{\mathbf Q}\frac{4\pi}{Q^2}\,F_N(\mathbf Q),\qquad
F_N(\mathbf Q)=\frac1{N_k}\sum_{i\mathbf k}\sum_{j\mathbf k'}|A_{i\mathbf k,j\mathbf k'}(\mathbf Q)|^2 .
\label{eq:recip}
\end{equation}
By Bloch's theorem a pair contributes to $\mathbf Q$ only if $\mathbf Q=\mathbf k'-\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal vector of the crystal. The differences $\mathbf k'-\mathbf k$ are the same for an offset mesh as for one that contains the origin. Moving the mesh therefore cannot avoid the singular point.

At $\mathbf Q=0$ the amplitude $A$ is an overlap integral, equal to one if the two orbitals are the same and zero otherwise. Hence
\begin{equation}
F_N(0)=\frac{1}{N_k}\,(nN_k)=n .
\label{eq:F0}
\end{equation}
The infinite term comes from each orbital paired with itself. Where the occupied bands do not touch one another, pairs of different bands have $|A|^2$ of order $Q^2$ near the origin, so their share of the summand stays finite there; the derivation below does not need this property. Leaving out the term $\mathbf Q=0$ defines the quantity under study,
\begin{equation}
E_{\rm omit}=-\frac1V{\sum_{\mathbf Q}}'\,\frac{4\pi}{Q^2}\,F_N(\mathbf Q),
\label{eq:omit}
\end{equation}
where the prime excludes $\mathbf Q=0$.

The error is easiest to read in real space. Let $\gamma_N(\mathbf r,\mathbf r')=\sum_{i\mathbf k}\psi_{i\mathbf k}(\mathbf r)\psi^*_{i\mathbf k}(\mathbf r')$ be the density matrix of one spin, and define
\begin{equation}
h_N(\mathbf s)=\frac1{N_k}\int_V|\gamma_N(\mathbf X+\mathbf s,\mathbf X)|^2\,d^3X
=\int_\Omega|\gamma_N(\mathbf X+\mathbf s,\mathbf X)|^2\,d^3X .
\label{eq:hN}
\end{equation}
The second form holds because a lattice translation of both arguments leaves $\gamma_N$ unchanged. The function $h_N$ is the exchange hole of one spin, summed over the electrons of that spin in a cell and written in terms of the separation $\mathbf s$ from the electron. Since $\gamma_N$ is Hermitian, $h_N(-\mathbf s)=h_N(\mathbf s)$. To find its Fourier transform, set $\mathbf r=\mathbf X+\mathbf s$ and $\mathbf r'=\mathbf X$ and write out the two factors of $|\gamma_N|^2$:
\begin{align}
\int_V h_N(\mathbf s)\,e^{-i\mathbf Q\cdot\mathbf s}\,d^3s
&=\frac1{N_k}\sum_{i\mathbf k}\sum_{j\mathbf k'}
\int_V\rho^*(\mathbf r)\,e^{-i\mathbf Q\cdot\mathbf r}\,d^3r
\int_V\rho(\mathbf r')\,e^{i\mathbf Q\cdot\mathbf r'}\,d^3r' \nonumber\\
&=\frac1{N_k}\sum_{i\mathbf k}\sum_{j\mathbf k'}|A(-\mathbf Q)|^2=F_N(-\mathbf Q)=F_N(\mathbf Q).
\label{eq:transform}
\end{align}
The two integrals are $A(-\mathbf Q)^*$ and $A(-\mathbf Q)$, and the last equality follows because $h_N$ is even. With $\mathbf Q=0$ this says that $h_N$ integrates to $n$. Putting \eqref{eq:transform} into \eqref{eq:omit} and exchanging sum and integral gives
\begin{equation}
E_{\rm omit}=-\int_V h_N(\mathbf s)\,v(\mathbf s)\,d^3s,\qquad
v(\mathbf s)=\frac1V{\sum_{\mathbf Q}}'\,\frac{4\pi}{Q^2}\,e^{i\mathbf Q\cdot\mathbf s}.
\label{eq:v}
\end{equation}
In the infinite crystal, with density matrix $\gamma$ and hole $h(\mathbf s)=\int_\Omega|\gamma(\mathbf X+\mathbf s,\mathbf X)|^2d^3X$, the exchange energy per cell is
\begin{equation}
E_x=-\int\frac{h(\mathbf s)}{s}\,d^3s .
\label{eq:exact}
\end{equation}
Two things separate \eqref{eq:v} from \eqref{eq:exact}: the hole belongs to a finite mesh, and $1/s$ has been replaced by $v$. The first change turns out to be exponentially small, so that the second carries the error.

Consider the hole first. Let $P_{\mathbf k}(\mathbf r,\mathbf r')$ be the sum over occupied bands of $\phi_{i\mathbf k}(\mathbf r)\phi^*_{i\mathbf k}(\mathbf r')$, with $\phi$ normalized over one primitive cell. Then $\gamma_N$ is the average of $P_{\mathbf k}$ over the mesh, and $\gamma$ is its average over the whole Brillouin zone. For a crystal translation $\mathbf T$, Bloch's theorem gives $P_{\mathbf k}(\mathbf r,\mathbf r'+\mathbf T)=e^{-i\mathbf k\cdot\mathbf T}P_{\mathbf k}(\mathbf r,\mathbf r')$. For a mesh with offset $\mathbf k_0$, the sum $\sum_{\mathbf L}e^{-i(\mathbf k-\mathbf k_0)\cdot\mathbf L}$ vanishes unless $\mathbf k$ lies on the mesh, where it is a delta function that weights all mesh points equally. Therefore
\begin{equation}
\gamma_N(\mathbf r,\mathbf r')=\sum_{\mathbf L}e^{i\mathbf k_0\cdot\mathbf L}\,\gamma(\mathbf r,\mathbf r'+\mathbf L).
\label{eq:fold}
\end{equation}
The gap is what makes the terms with $\mathbf L\neq0$ small. It allows the projector $P_{\mathbf k}$ to be continued analytically to complex $\mathbf k$, up to some finite imaginary part at which the filled and empty bands would touch. In the zone average of $e^{-i\mathbf k\cdot\mathbf T}P_{\mathbf k}$ the integration path can be moved by $-i\kappa\mathbf T/T$, since $P_{\mathbf k}$ is periodic in $\mathbf k$ and the end pieces cancel. The exponential then supplies a factor $e^{-\kappa T}$, so $\gamma$ decays exponentially with distance.

Now insert \eqref{eq:fold} into \eqref{eq:hN}. The squared terms give $\sum_{\mathbf L}h(\mathbf s-\mathbf L)$, in which the phases have dropped out. A cross term of $\mathbf L$ and $\mathbf L'$ contains the product of two decaying factors, bounded by a constant times $e^{-\kappa|\mathbf s-\mathbf L|-\kappa|\mathbf s-\mathbf L'|}\le e^{-\kappa|\mathbf L-\mathbf L'|}$. The cross terms are thus exponentially small in the size of the supercell, and the mesh offset enters through them alone. Because $v$ is periodic, integrating the sum of shifted holes over one supercell is the same as integrating a single $h$ over all space:
\begin{equation}
E_{\rm omit}=-\int h(\mathbf s)\,v(\mathbf s)\,d^3s+\text{exponentially small terms}.
\label{eq:unfold}
\end{equation}

Next consider the interaction. Apply the Laplacian to $v$ and use $V^{-1}\sum_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf s}=\sum_{\mathbf L}\delta(\mathbf s-\mathbf L)$. The missing term $\mathbf Q=0$ must be subtracted, so that
\begin{equation}
\nabla^2v=-\frac{4\pi}{V}{\sum_{\mathbf Q}}'\,e^{i\mathbf Q\cdot\mathbf s}
=-4\pi\sum_{\mathbf L}\delta(\mathbf s-\mathbf L)+\frac{4\pi}{V}.
\label{eq:poisson}
\end{equation}
This is Poisson's equation for a unit point charge in every supercell together with a uniform background that makes the whole neutral. Its solution is fixed up to a constant, and the missing zero component fixes the constant by making the average of $v$ vanish. Omitting the singular term thus amounts to replacing the Coulomb potential of one charge by that of a neutralized lattice of charges.

Near the origin, set $w(\mathbf s)=v(\mathbf s)-1/s$. The point charge at the origin is removed, so $w$ is smooth there and obeys $\nabla^2w=4\pi/V$. Define
\begin{equation}
\xi=w(0)=\lim_{s\to0}\left[v(\mathbf s)-\frac1s\right].
\label{eq:xi}
\end{equation}
This is the potential that the images and the background produce at the site of the charge, which is the Madelung potential of the supercell lattice. Since $\nabla^2s^2=6$, the function $2\pi s^2/(3V)$ accounts for the background. What remains obeys Laplace's equation, vanishes at the origin and is even in $\mathbf s$. Its expansion therefore begins with a traceless quadratic form:
\begin{equation}
w(\mathbf s)=\xi+\frac{2\pi s^2}{3V}+\sum_{ab}D_{ab}s_as_b+O(s^4/V^{5/3}),\qquad \sum_aD_{aa}=0 .
\label{eq:w}
\end{equation}
The powers of $V$ hold for a supercell of fixed shape. A potential of unit charges scales as an inverse length, so the coefficient of $s^2$ scales as $1/V$ and that of $s^4$ as $V^{-5/3}$.

Subtract \eqref{eq:exact} from \eqref{eq:unfold}. The difference is $-\int h\,w\,d^3s$. At separations comparable with the supercell the expansion fails, but $h$ is exponentially small there, and the singularities of $v$ at the image sites are integrable. Writing $\langle\cdots\rangle$ for the average over $h/n$, one obtains
\begin{equation}
E_{\rm omit}-E_x=-n\xi-\frac{2\pi n\langle s^2\rangle}{3V}
-n\sum_{ab}D_{ab}\langle s_as_b\rangle+O(V^{-5/3}).
\label{eq:main}
\end{equation}

For fixed orbitals in a crystal with a gap, leaving out the singular term changes the exchange energy per cell by $-n\xi$ plus terms of order $1/V$, where $\xi$ is the Madelung potential of the supercell lattice. It remains to find the size and sign of $\xi$, to test the result numerically, and to see what it means for correcting the energy.
